\section*{Long-wavelength phonons and convergence of thermal conductivity in three dimensions}

\section*{Setting}

Heat in an electrically insulating crystal is carried mainly by phonons. When their lifetime grows towards low frequency, the longest mean free paths belong to the lowest frequencies, where there are few modes but each lives long. This problem asks which of the two tendencies wins.

The solid is isotropic, three-dimensional and at temperature $T>0$. It has three equal acoustic branches with $\omega=vq$ up to a cut-off $\omega_m$, and a mode of frequency $\omega$ relaxes in the time
\begin{equation}
\tau(\omega)=\tau_m u^{-n},\qquad u=\frac{\omega}{\omega_m},\qquad n>0 .
\label{tau}
\end{equation}
The mean free path is $\Lambda=v\tau=\Lambda_m u^{-n}$ with $\Lambda_m=v\tau_m$. Each mode is assumed to relax independently towards equilibrium at the local temperature (relaxation-time approximation). Collective drift, which arises when most collisions conserve the total phonon momentum, is thereby excluded.

The numbers use round model parameters that describe no particular material: $v=6000$ m/s, $\omega_m/2\pi=10$ THz, $\tau_m=1$ ps and $T=300$ K. Hence $\omega_m=6.283\times10^{13}$ rad/s and $\Lambda_m=6$ nm. The numerical output follows the text.

\section*{(a) Conductivity as a sum over modes}

\textit{Derive the conductivity from the Boltzmann equation, and bound the heat capacity of a mode from both sides.}

\textbf{Solution.} In a steady state, drift balances relaxation:
\begin{equation}
\mathbf v\cdot\nabla f=-\frac{f-f_0}{\tau},\qquad f_0=\frac{1}{e^{x}-1},\qquad x=\frac{\hbar\omega}{k_BT}.
\end{equation}
To first order in the temperature gradient, $f$ on the left may be replaced by $f_0$, which depends on position through $T$. Therefore
\begin{equation}
f-f_0=-\tau\,(\mathbf v\cdot\nabla T)\,\frac{\partial f_0}{\partial T}.
\end{equation}
The equilibrium part carries no net current, because modes $\mathbf q$ and $-\mathbf q$ cancel. With the gradient along $x$, the heat current in a volume $V$ is
\begin{equation}
J_x=\frac1V\sum\hbar\omega\,v_x(f-f_0)=-\Big[\frac1V\sum c\,v_x^2\,\tau\Big]\frac{dT}{dx},\qquad c=\hbar\omega\frac{\partial f_0}{\partial T}.
\end{equation}
The currents along $y$ and $z$ contain $v_xv_y$ and $v_xv_z$ instead of $v_x^2$ and vanish by isotropy. Since $J_x=-\kappa\,dT/dx$,
\begin{equation}
\kappa=\frac1V\sum_{\text{modes}}c\,v_x^2\,\tau .
\label{modesum}
\end{equation}

For the heat capacity, $x$ again denotes the ratio $\hbar\omega/k_BT$ and not the coordinate, so that $dx/dT=-x/T$ and $df_0/dx=-e^x/(e^x-1)^2$. With $\hbar\omega=k_BTx$ and $e^x-1=2e^{x/2}\sinh(x/2)$,
\begin{equation}
c=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2 .
\end{equation}
The series $\sinh y/y=1+y^2/6+\dots$ has positive coefficients, so it grows with $y$, and $c$ falls steadily from $k_B$ as $x$ grows. Writing $x_m=\hbar\omega_m/k_BT$, we have for every mode
\begin{equation}
c(x_m)\le c\le k_B .
\label{bounds}
\end{equation}
At 300 K the lower bound is $0.81\,k_B$. Long waves are classical at any $T>0$, since $x\to0$ with $\omega$.

\section*{(b) From the sum to one integral}

\textit{Write $\kappa$ as an integral over frequency, and give its classical form, $c=k_B$.}

\textbf{Solution.} For one branch, $V^{-1}\sum$ becomes $\int d^3q/(2\pi)^3$. The average of $v_x^2$ over directions is $v^2/3$, and
\begin{equation}
\frac{4\pi q^2dq}{(2\pi)^3}=\frac{q^2dq}{2\pi^2}=\frac{\omega^2d\omega}{2\pi^2v^3}.
\end{equation}
The three branches cancel the factor $1/3$:
\begin{equation}
\kappa=\int_0^{\omega_m}\frac{\omega^2}{2\pi^2v^3}\,c\,v^2\tau\,d\omega .
\label{spectral}
\end{equation}
Setting $c=k_B$, $\omega=\omega_mu$ and $\tau=\tau_mu^{-n}$ gives
\begin{equation}
\kappa=K\int_0^1u^{2-n}\,du,\qquad K=\frac{k_B\omega_m^3\tau_m}{2\pi^2v}.
\label{K}
\end{equation}
For the model parameters,
\begin{equation}
K=\frac{(1.381\times10^{-23})(6.283\times10^{13})^3(10^{-12})}{2\pi^2\times6000}\ \frac{\text{W}}{\text{m K}}=28.9\ \frac{\text{W}}{\text{m K}} .
\end{equation}

\section*{(c) The condition on the exponent}

\textit{For which $n$ is $\kappa$ finite? Does the answer depend on temperature?}

\textbf{Solution.} Keep only modes with $u>u_c$, and let $u_c\to0$ at the end:
\begin{equation}
\frac{\kappa(u_c)}{K}=\int_{u_c}^1u^{2-n}du=
\begin{cases}
\dfrac{1-u_c^{3-n}}{3-n}, & n\ne3,\\[2mm]
\ln(1/u_c), & n=3 .
\end{cases}
\label{cut}
\end{equation}
If $n<3$, then $u_c^{3-n}\to0$ and $\kappa\to K/(3-n)$. If $n=3$, the integral grows logarithmically. If $n>3$, it grows as $u_c^{-(n-3)}/(n-3)$. The classical conductivity is thus finite if and only if $n<3$.

By (\ref{bounds}), the conductivity with the true heat capacity lies between $c(x_m)/k_B$ times the classical value and the classical value itself. Both factors are positive and finite, so the two diverge or converge together, and the condition holds at every $T>0$.

The number of modes per unit frequency falls as $\omega^2$, while each mode carries heat in proportion to $\omega^{-n}$. At $n=3$ every decade of frequency contributes the same amount, $K\ln10$, to the classical conductivity. Only the behaviour at low frequency matters: if (\ref{tau}) holds merely below some $\omega_1$, the modes above it add a finite amount, provided that their lifetimes are bounded.

Lowering the cut-off from 10 GHz ($u_c=10^{-3}$) to 10 MHz ($u_c=10^{-6}$) changes $\kappa$, in W/(m K), as follows:
\begin{itemize}
\item $n=2$: from 28.89 to 28.92;
\item $n=3$: from 199.7 to 399.5, since the logarithm doubles;
\item $n=4$: from $2.89\times10^4$ to $2.89\times10^7$.
\end{itemize}

With the Bose heat capacity at 300 K, the bulk value for $n=2$ is 27.0 instead of 28.9 W/(m K), and for $n=2.5$ it is 55.5 instead of 57.8 W/(m K). The smaller relative change at $n=2.5$ follows from $c/k_B\simeq1-x^2/12$. With $x=x_mu$, the relative reduction is
\begin{equation}
\frac{x_m^2}{12}\,\frac{\int_0^1u^{4-n}du}{\int_0^1u^{2-n}du}=\frac{x_m^2}{12}\,\frac{3-n}{5-n}.
\end{equation}
Here $x_m=1.6$, which gives 7\% and 4\%. A larger $n$ shifts the weight towards classical modes.

A separate question is whether the modes are well-defined phonons. This requires $\omega\tau=\omega_m\tau_mu^{1-n}\gg1$. For $n>1$ the product grows towards long waves. For $n<1$ it tends to zero: the integral still converges, but the phonon picture fails below $u_1=(\omega_m\tau_m)^{-1/(1-n)}$, where $\omega\tau<1$. These modes carry the share $u_1^{3-n}$ of the classical $\kappa$, which for the model parameters is only about $10^{-9}$ at $n=1/2$.

\section*{(d) A periodic crystal of finite size}

\textit{A simple-cubic crystal of $N^3$ cells has periodic boundaries and one branch. In units $k_B=v=a=1$, with $a$ the lattice spacing, let $\omega^2=4\sum_i\sin^2(q_i/2)$ and $\tau=\omega^{-n}$. How does its classical conductivity $\kappa_N$ change when $N$ is doubled repeatedly?}

\textbf{Solution.} Differentiating $\omega^2$ with respect to $q_x$ gives $2\omega v_x=2\sin q_x$. The mode sum, without the uniform translation $\mathbf q=0$, is
\begin{equation}
\kappa_N=\frac1{N^3}\sum_{\mathbf q\ne0}\frac{\sin^2q_x}{\omega^{n+2}},\qquad \mathbf q=\frac{2\pi\mathbf m}{N},
\end{equation}
with integer vectors $\mathbf m$. Near $\mathbf q=0$ the summand tends to $h(\mathbf q)=q_x^2/q^{n+2}$, which obeys $h(\mathbf q/2)=2^nh(\mathbf q)$. Let $\chi(q)$ be a smooth function equal to 1 near $q=0$ and zero for $q>1$, and let $S_N$ be the mesh average of $h\chi$. On the doubled mesh each point is half of a vector $\mathbf q=2\pi\mathbf m/N$, so
\begin{equation}
S_{2N}=\frac1{(2N)^3}\sum_{\mathbf m\ne0}h(\mathbf q/2)\chi(q/2)=\frac{2^{n-3}}{N^3}\sum_{\mathbf m\ne0}h(\mathbf q)\chi(q/2).
\end{equation}
Subtracting $2^{n-3}S_N$ leaves the function $h(\mathbf q)[\chi(q/2)-\chi(q)]$. It is smooth and vanishes near the origin and near the zone boundary, so its mesh average tends to an integral faster than any power of $1/N$:
\begin{equation}
S_{2N}=2^{n-3}S_N+G,\quad G=2^{n-3}\!\int\!\frac{d^3q}{(2\pi)^3}\,h(\mathbf q)\,[\chi(q/2)-\chi(q)].
\end{equation}
The constant $G$ drops out of successive differences:
\begin{equation}
\frac{S_{4N}-S_{2N}}{S_{2N}-S_N}\to2^{n-3}.
\end{equation}
The next term of the summand at small $q$ has two more powers of $q$. By the same argument its increments carry the factor $2^{n-5}$, so they are smaller by order $N^{-2}$, and $\kappa_N$ inherits the ratio $2^{n-3}$. The increments shrink geometrically for $n<3$ and do not shrink for $n\ge3$.

At $n=3$ each doubling adds $G$. The angular average of $q_x^2/q^2$ is $1/3$, hence
\begin{equation}
G=\frac{4\pi}{3(2\pi)^3}\int_0^\infty\frac{dq}{q}\,[\chi(q/2)-\chi(q)]=\frac{\ln2}{6\pi^2}.
\end{equation}
The last integral is $\ln2$: with a lower limit $\delta$, the substitution $q\to2q$ in the first term leaves $\int_{\delta/2}^{\delta}\chi\,dq/q$, where $\chi=1$.

Direct sums for $N=24$, 48 and 96 test this with the full sine dispersion. For $n=2$, 2.5, 3, 3.5 and 4 the ratios are 0.4995, 0.7069, 1.0001, 1.4147 and 2.0009, against 0.5000, 0.7071, 1.0000, 1.4142 and 2.0000. For $n=3$ the last increment is 0.011704, against $\ln2/6\pi^2=0.011705$.

\section*{(e) The mean-free-path spectrum}

\textit{Express the classical $\kappa$ as an integral over $\Lambda$. Which mean free paths must be included to collect a fraction $p$ of it?}

\textbf{Solution.} From $u=(\Lambda/\Lambda_m)^{-1/n}$,
\begin{equation}
\left|\frac{du}{d\Lambda}\right|=\frac1{n\Lambda_m}\left(\frac{\Lambda}{\Lambda_m}\right)^{-1/n-1},\qquad
u^{2-n}=\left(\frac{\Lambda}{\Lambda_m}\right)^{1-2/n}.
\end{equation}
The exponents add up to $-3/n$, so
\begin{equation}
\frac{d\kappa}{d\Lambda}=\frac{K}{n\Lambda_m}\left(\frac{\Lambda}{\Lambda_m}\right)^{-3/n},\qquad\Lambda\ge\Lambda_m .
\label{mfp}
\end{equation}
This is integrable at large $\Lambda$ if and only if $3/n>1$, which is the condition of part (c) again. For $n<3$, paths shorter than $\Lambda_p$ contribute the fraction
\begin{equation}
p=1-\left(\frac{\Lambda_p}{\Lambda_m}\right)^{-(3-n)/n}
\quad\Longrightarrow\quad
\Lambda_p=\Lambda_m(1-p)^{-n/(3-n)} .
\end{equation}

For $n=2$ the power is $-2$. Half of $\kappa$ comes from paths below $4\Lambda_m=24$ nm, and 90\% from paths below $100\Lambda_m=0.6$ $\mu$m. For $n=2.5$ the power is $-5$, and the lengths become $32\Lambda_m=0.19$ $\mu$m and $10^5\Lambda_m=0.6$ mm. The bulk conductivity is finite in both cases, but in the second a tenth of it is carried by paths longer than half a millimetre.

The mean path weighted by conductivity requires $\int\Lambda^{1-3/n}d\Lambda$ to converge, which is the stronger condition $n<3/2$. It is then
\begin{equation}
\langle\Lambda\rangle=\frac{\int_0^1\Lambda_mu^{2-2n}du}{\int_0^1u^{2-n}du}=\Lambda_m\frac{3-n}{3-2n}.
\label{mean}
\end{equation}
For $3/2\le n<3$ the conductivity is finite although this mean is infinite.

\section*{(f) A sample with boundaries}

\textit{Boundary scattering is modelled by a length $L$ through $1/\Lambda_{\rm tot}=1/\Lambda+1/L$. Find how $\kappa$ depends on $L\gg\Lambda_m$.}

\textbf{Solution.} With $\varepsilon=\Lambda_m/L$, the total path is $\Lambda_m/(u^n+\varepsilon)$, and therefore
\begin{equation}
\frac{\kappa(L)}{K}=\int_0^1\frac{u^2\,du}{u^n+\varepsilon}.
\label{size}
\end{equation}
This is finite for every $n$ as long as $L$ is finite. We need the integral
\begin{equation}
\int_0^\infty\frac{s^{a-1}}{1+s}\,ds=\frac{\pi}{\sin\pi a},\qquad0<a<1 .
\label{euler}
\end{equation}
It follows from a contour around the cut on the positive axis: if $I$ is the integral, the two sides of the cut give $(1-e^{2\pi ia})I$, and the pole at $s=-1$ gives $2\pi i\,e^{i\pi(a-1)}=-2\pi i\,e^{i\pi a}$. Division yields (\ref{euler}).

\emph{Case $n>3$.} Integrate to infinity and subtract the part above 1. With $u=\varepsilon^{1/n}t$ and $s=t^n$, the full integral is
\begin{equation}
\varepsilon^{3/n-1}\,\frac1n\int_0^\infty\frac{s^{3/n-1}}{1+s}\,ds=\frac{\pi}{n}\,\frac{\varepsilon^{3/n-1}}{\sin(3\pi/n)} .
\end{equation}
The subtracted part is $\int_1^\infty(u^{2-n}-\varepsilon u^{2-2n}+\dots)du=1/(n-3)-\varepsilon/(2n-3)+O(\varepsilon^2)$. Hence
\begin{equation}
\frac{\kappa(L)}{K}=\frac{1}{3-n}+\frac{\pi}{n}\,\frac{\varepsilon^{3/n-1}}{\sin(3\pi/n)}+\frac{\varepsilon}{2n-3}+O(\varepsilon^2).
\label{expansion}
\end{equation}
As $L\to\infty$ the middle term dominates, and $\kappa$ grows as $L^{1-3/n}$. Close to $n=3$ this limit is reached slowly: for $n=3.1$ the local exponent between 1 and 2 cm is 0.085, against the limit 0.032.

\emph{Case $3/2<n<3$.} The deficit from the bulk value is
\begin{equation}
D=\int_0^1\left[u^{2-n}-\frac{u^2}{u^n+\varepsilon}\right]du=\int_0^1\frac{\varepsilon\,u^{2-n}}{u^n+\varepsilon}\,du .
\label{deficit}
\end{equation}
The same substitution, now with $a=3/n-1$, gives $(\pi/n)\varepsilon^{3/n-1}/\sin(3\pi/n-\pi)$ for the integral to infinity. The part above 1 is $\varepsilon/(2n-3)+O(\varepsilon^2)$. Since $\sin(\theta-\pi)=-\sin\theta$, $\kappa/K=1/(3-n)-D$ is again (\ref{expansion}). The sine is now negative, and the deficit vanishes as $L^{-(3-n)/n}$.

\emph{Case $n=3$.} With $w=u^3$, the result is $\kappa/K=\tfrac13\ln(1+1/\varepsilon)$.

\emph{Case $n\le3/2$.} For $n<3/2$, $\varepsilon$ may be dropped in the denominator of (\ref{deficit}), and $D\simeq\varepsilon/(3-2n)$. Relative to the bulk value this is $\langle\Lambda\rangle/L$, with the mean path (\ref{mean}). This is the limit $\varepsilon\to0$, and it is reached slowly as $n$ nears $3/2$: for $n=1.4$, $D$ is 0.50 of $\varepsilon/(3-2n)$ at $L=1$ $\mu$m and 0.87 of it at 1 cm. At $n=3/2$, $w=u^{3/2}$ gives $D=\tfrac23\varepsilon\ln(1+1/\varepsilon)$.

The growth for $n>3$ differs from the $N^{n-3}$ of part (d). There the lowest frequency falls as $1/N$ and the lifetimes ignore the size. Here the bulk law is cut off where $\Lambda=L$, at $u_L=\varepsilon^{1/n}$; inserting this in (\ref{cut}) gives the power $L^{(n-3)/n}$.

For $L=1$ $\mu$m, 100 $\mu$m and 1 cm, $\varepsilon$ is $6\times10^{-3}$, $6\times10^{-5}$ and $6\times10^{-7}$. The conductivities in W/(m K) are:
\begin{itemize}
\item $n=2$: 25.6, 28.6 and 28.9, approaching the bulk value;
\item $n=3$: 49.4, 93.7 and 138.1, a gain of about $\tfrac13K\ln100=44.4$ per step;
\item $n=4$: 86.5, 336 and 1125.
\end{itemize}
For $n=4$ the local exponent between 1 and 2 cm is 0.256, not yet $1/4$. The constant $-1$ in (\ref{expansion}) explains this: for $\kappa/K\simeq X-1$ with $X\propto L^{1/4}$, the local exponent is $\tfrac14X/(X-1)$, and here $X\simeq40$ to 47.

\section*{(g) Several scattering rates}

\textit{Point defects scatter long waves with $n=4$, taken here to hold up to $\omega_m$. A second process with $n=2$ is added, its rate at $\omega_m$ being $r$ times the defect rate. Is the bulk conductivity finite? What is the general rule?}

\textbf{Solution.} Independent rates add, $1/\tau=(u^4+ru^2)/\tau_m$, so
\begin{equation}
\frac{\kappa}{K}=\int_0^1\frac{u^2\,du}{u^4+ru^2}=\int_0^1\frac{du}{u^2+r}=\frac{1}{\sqrt r}\arctan\frac1{\sqrt r}.
\label{two}
\end{equation}
This is finite for every $r>0$. The two rates are equal at $u=\sqrt r$; below it the second process is the stronger one, and the defects matter less and less as $u\to0$. For $r=10^{-2}$ the crossover lies at 1 THz, and $\kappa=10\arctan(10)\,K=425$ W/(m K). Modes below the crossover supply $(\pi/4)/\sqrt r=7.85$ of the total $14.7$ in units of $K$, slightly more than half. For $r=10^{-4}$, $\kappa$ is 4513 W/(m K).

As $r\to0$, $\arctan(1/\sqrt r)\to\pi/2$ and $\kappa\simeq\pi K/(2\sqrt r)$: the divergence of pure defect scattering returns. A process that is negligible for most modes can therefore set the size of $\kappa$.

For a finite sum of rates $\sum_ia_iu^{n_i}$ with $a_i>0$, the smallest exponent dominates as $u\to0$. The exponent to be compared with 3 is that of the total rate, hence the smallest $n_i$. Boundary scattering as modelled in part (f) fits the rule as a rate with exponent zero. That model assumes walls that scatter diffusely at every wavelength, and it gives the power of $L$ rather than the prefactor: for $n=4$ the Boltzmann solution for flow along a diffuse film 1 cm thick gives about 1450 instead of 1125 W/(m K). Smooth side walls reflect long waves specularly. In Ziman's model the wall rate is multiplied by $\tanh(8\pi^2\eta^2/\lambda^2)$, with $\eta$ the roughness and $\lambda$ the wavelength, so it falls as $\omega^2$ for long waves. It then acts as the second process in (\ref{two}) with $r\propto1/L$, and for $n=4$ the conductivity grows as $L^{1/2}$ instead of $L^{1/4}$; for $\eta=0.3$ nm and $L=1$ cm it is about $1.3\times10^4$ W/(m K). If the branches have different total exponents, their positive contributions add, and one branch with $n\ge3$ suffices for divergence.

The number 3 comes from the factor $q^2dq$ together with a sound velocity that stays non-zero at long waves. Bending modes of thin sheets, with $\omega\propto q^2$, have neither and need a separate count. A divergent result does not mean that a sample conducts infinitely well: in this model it means that no bulk conductivity exists, and that $\kappa$ depends on the size of the sample however large it is.

\section*{Computed results}
\begin{verbatim}
sound speed v = 6000 m/s
cut-off frequency = 10.0 THz
cut-off angular frequency = 6.2832e+13 rad/s
lifetime at cut-off = 1.00 ps
mean free path at cut-off = 6.00 nm
temperature = 300 K
conductivity scale K = 28.916 W/(m K)
c/kB at cut-off, 300 K = 0.8115
n=2, modes above 10000 MHz: kappa = 28.887 W/(m K)
n=2, modes above 10 MHz: kappa = 28.916 W/(m K)
n=3, modes above 10000 MHz: kappa = 199.75 W/(m K)
n=3, modes above 10 MHz: kappa = 399.49 W/(m K)
n=4, modes above 10000 MHz: kappa = 28887 W/(m K)
n=4, modes above 10 MHz: kappa = 2.8916e+07 W/(m K)
n=2, bulk classical kappa = 28.916 W/(m K)
n=2, bulk Bose kappa, 300 K = 27.008 W/(m K)
n=2, 50% of kappa below mfp = 0.024 um
n=2, 90% of kappa below mfp = 0.6 um
n=2.5, bulk classical kappa = 57.832 W/(m K)
n=2.5, bulk Bose kappa, 300 K = 55.530 W/(m K)
n=2.5, 50% of kappa below mfp = 0.192 um
n=2.5, 90% of kappa below mfp = 600 um
crystal n=2: step ratio = 0.4995, 2^(n-3) = 0.5000
crystal n=2.5: step ratio = 0.7069, 2^(n-3) = 0.7071
crystal n=3: step ratio = 1.0001, 2^(n-3) = 1.0000
crystal n=3.5: step ratio = 1.4147, 2^(n-3) = 1.4142
crystal n=4: step ratio = 2.0009, 2^(n-3) = 2.0000
crystal n=3, step from N=48 to 96 = 0.011704 (reduced)
ln2/(6 pi^2) = 0.011705 (reduced)
n=2, L=1 um: kappa = 25.57 W/(m K)
n=2, L=100 um: kappa = 28.57 W/(m K)
n=2, L=10000 um: kappa = 28.88 W/(m K)
n=3, L=1 um: kappa = 49.37 W/(m K)
n=3, L=100 um: kappa = 93.70 W/(m K)
n=3, L=10000 um: kappa = 138.09 W/(m K)
n=4, L=1 um: kappa = 86.52 W/(m K)
n=4, L=100 um: kappa = 336.01 W/(m K)
n=4, L=10000 um: kappa = 1125.09 W/(m K)
n=4, local exponent of kappa(L), 1 to 2 cm = 0.2559
n=4 plus n=2 rate, r=1e-02: kappa = 425.39 W/(m K)
n=4 plus n=2 rate, r=1e-04: kappa = 4513.24 W/(m K)
\end{verbatim}
